# Second Quantization from Slater Determinants: Anticommutators and One- and Two-Body Operators

## Two difficulties with labelled electrons

A Slater determinant for $N$ electrons contains $N!$ products of orbitals. A matrix element between two three-electron determinants, expanded directly, already contains $6\times6=36$ products, each with its own sign. The Hamiltonian must also be written anew for every $N$, because its sums run over particle labels.

Replacing these sums by operators that fill and empty orbitals removes both difficulties, provided that the signs and the operator order are right. A plausible guess for the pair interaction, built from products of operators that move one electron at a time, makes a single electron interact with itself. The correct form follows from the determinants themselves.

## Determinants and their labels

Let $\phi_1,\dots,\phi_M$ be orthonormal spin orbitals, and let $z$ stand for position and spin together. An integral over $z$ includes the spin sum. For an ordered list of labels define

$$|p_1\cdots p_N\rangle=\frac1{\sqrt{N!}}\sum_P \operatorname{sgn}(P)\prod_{i=1}^N\phi_{p_{P(i)}}(z_i).$$

This is a determinant divided by $\sqrt{N!}$. Exchanging two labels changes its sign, and a repeated label makes it zero.

The overlap of two determinants is

$$\langle p_1\cdots p_N|q_1\cdots q_N\rangle=\frac1{N!}\sum_{P,Q}\operatorname{sgn}(P)\operatorname{sgn}(Q)\prod_i\delta_{p_{P(i)},q_{Q(i)}}.$$

Put $k=P(i)$ and $R=QP^{-1}$. The product becomes $\prod_k\delta_{p_k,q_{R(k)}}$ and the sign becomes $\operatorname{sgn}(R)$. Each $R$ occurs $N!$ times, which cancels the prefactor:

$$\langle p_1\cdots p_N|q_1\cdots q_N\rangle=\sum_R\operatorname{sgn}(R)\prod_k\delta_{p_k,q_{R(k)}}.$$

If both lists are increasing, a term survives only when the lists agree and $R$ is the identity. These determinants are therefore orthonormal.

They also span the antisymmetric functions built from the $M$ orbitals. The expansion coefficients of such a function in orbital products are antisymmetric in their labels, so the products that differ by a permutation combine into one determinant.

For $N=0$ there is one normalized state, the vacuum $|\mathrm{vac}\rangle$. It is a state without electrons, not the zero vector. The spaces with $N=0,1,\dots,M$ together form the Fock space, and states with different $N$ are orthogonal.

## Creating an electron

The creation operator puts a new label at the front of the list:

$$a_p^\dagger|p_1\cdots p_N\rangle=|p\,p_1\cdots p_N\rangle,\qquad a_p^\dagger|\mathrm{vac}\rangle=|p\rangle.$$

Use this rule first on the basis of increasing lists and extend it linearly. It then holds for every list. Reordering $p_1,\dots,p_N$ multiplies the determinant on the left by the sign of the permutation. On the right the same permutation acts behind the fixed label $p$, and gives the same sign. If the original list has a repeated label, both sides vanish.

If $p$ is already occupied, the new list has a repeated label and the result is zero. This is the Pauli principle.

## Removing an electron

Let $a_p$ be the adjoint of $a_p^\dagger$. Take a list $D=(p_1,\dots,p_N)$ without repetitions, and a determinant $D'$ with $N-1$ electrons. Then

$$\langle D'|a_p|D\rangle=\langle D|a_p^\dagger|D'\rangle^*.$$

The right side is nonzero only if adding $p$ to $D'$ gives the labels of $D$. Thus $p=p_k$ for some $k$, and $D'$ contains the other labels. Write them in the order they have in $D$. Moving $p_k$ from the front to its place in $D$ passes $k-1$ labels, which gives $(-1)^{k-1}$. Hence

$$a_p|p_1\cdots p_N\rangle=\sum_{k=1}^N(-1)^{k-1}\delta_{p,p_k}|p_1\cdots\widehat{p_k}\cdots p_N\rangle,$$

where the hat marks a removed label. Also $a_p|\mathrm{vac}\rangle=0$, since no creation operator produces the vacuum.

The formula is needed below for lists with a repeated label as well, where the left side is zero. Suppose that $r$ stands at positions $k<l$. If $p\ne r$, every remaining list still contains $r$ twice and vanishes. If $p=r$, removing the first or the second $r$ leaves lists that differ by moving $r$ past $l-k-1$ labels. The two terms have the combined factor

$$(-1)^{k-1}(-1)^{l-k-1}+(-1)^{l-1}=(-1)^{l}+(-1)^{l-1}=0.$$

With further repetitions each remaining determinant vanishes separately. The formula therefore holds for all lists.

## The anticommutation relations

Write $\{A,B\}=AB+BA$. Two creations in opposite orders give

$$a_p^\dagger a_q^\dagger|\cdots\rangle=|p\,q\cdots\rangle=-|q\,p\cdots\rangle=-a_q^\dagger a_p^\dagger|\cdots\rangle.$$

This holds on every basis state, so $\{a_p^\dagger,a_q^\dagger\}=0$. Its adjoint is $\{a_p,a_q\}=0$.

For the mixed relation, apply the removal formula to a list that begins with $q$. The label $p_k$ now stands at position $k+1$ and carries the sign $(-1)^k$:

$$\begin{aligned}
a_pa_q^\dagger|p_1\cdots p_N\rangle
&=\delta_{pq}|p_1\cdots p_N\rangle+\sum_k(-1)^k\delta_{p,p_k}|q\,p_1\cdots\widehat{p_k}\cdots p_N\rangle\\
&=\delta_{pq}|p_1\cdots p_N\rangle-a_q^\dagger a_p|p_1\cdots p_N\rangle.
\end{aligned}$$

On the vacuum the sum is absent and the same result holds. Therefore

$$\boxed{\{a_p,a_q^\dagger\}=\delta_{pq},\qquad \{a_p,a_q\}=\{a_p^\dagger,a_q^\dagger\}=0.}$$

The operator $n_p=a_p^\dagger a_p$ counts the electrons in orbital $p$. Since $a_pa_p=0$,

$$n_p^2=a_p^\dagger(1-a_p^\dagger a_p)a_p=a_p^\dagger a_p=n_p,$$

so its eigenvalues can only be 0 and 1.

## Moving one electron

Define $E_{pq}=a_p^\dagger a_q$. If $q$ stands at position $k$, its removal gives $(-1)^{k-1}$ and leaves $p$ to be created at the front. Moving $p$ back to position $k$ gives the same sign again. The product is $+1$:

$$E_{pq}|\cdots q\cdots\rangle=|\cdots p\cdots\rangle,$$

with $p$ in the former place of $q$. If $q$ is absent, the result is zero.

Compare this with a one-particle operator $A$ summed over the particles. In each product of the determinant, every orbital of the list appears once, carried by some particle. Summing over particles therefore applies $A$ to each listed orbital in turn:

$$\sum_iA(i)|p_1\cdots p_N\rangle=\sum_k|p_1\cdots(A\phi_{p_k})\cdots p_N\rangle.$$

For $A=|p\rangle\langle q|$ we have $A\phi_{p_k}=\delta_{q,p_k}\phi_p$, which is the same replacement. Hence

$$E_{pq}=\sum_i\big(|p\rangle\langle q|\big)_i.$$

The left side does not mention $N$. On each $N$-electron space it equals the sum over those $N$ electrons.

## One-body operators

Suppose first that $f$ maps the span of the $M$ orbitals into itself. Inserting the identity $\sum_p|p\rangle\langle p|$ on both sides gives

$$f=\sum_{pq}\langle p|f|q\rangle\,|p\rangle\langle q|.$$

Now sum over particles and use the expression for $E_{pq}$:

$$\boxed{\sum_i f(i)=\sum_{pq}\langle p|f|q\rangle\,a_p^\dagger a_q.}$$

For $f=1$ this becomes $\sum_pn_p$, the total number of electrons.

## Two-body operators

Let $g(1,2)=g(2,1)$, as required for identical particles, and define

$$\langle pq|g|rs\rangle=\int dz_1dz_2\,\phi_p^*(z_1)\phi_q^*(z_2)\,g(1,2)\,\phi_r(z_1)\phi_s(z_2).$$

Here $p,r$ belong to particle 1 and $q,s$ to particle 2. Suppose, as for $f$, that $g$ maps products of two of the $M$ orbitals into the span of such products; the general case is treated under incomplete sets below. Inserting the identity for both particles then gives

$$g(i,j)=\sum_{pqrs}\langle pq|g|rs\rangle\big(|p\rangle\langle r|\big)_i\big(|q\rangle\langle s|\big)_j.$$

We need the sum over different particles $i\ne j$. The product $E_{pr}E_{qs}$ contains all $i$ and $j$. Its terms with $i=j$ are

$$\sum_i\big(|p\rangle\langle r|q\rangle\langle s|\big)_i=\delta_{qr}E_{ps},$$

so that

$$\sum_{i\ne j}\big(|p\rangle\langle r|\big)_i\big(|q\rangle\langle s|\big)_j=E_{pr}E_{qs}-\delta_{qr}E_{ps}.$$

The anticommutators turn the right side into one product. Exchange the two annihilators, then move $a_r$ to the left of $a_q^\dagger$:

$$\begin{aligned}
a_p^\dagger a_q^\dagger a_sa_r
&=-a_p^\dagger a_q^\dagger a_ra_s\\
&=-a_p^\dagger(\delta_{qr}-a_ra_q^\dagger)a_s\\
&=E_{pr}E_{qs}-\delta_{qr}E_{ps}.
\end{aligned}$$

Since $g$ is symmetric, $\sum_{i<j}g(i,j)=\frac12\sum_{i\ne j}g(i,j)$. Therefore

$$\boxed{\sum_{i<j}g(i,j)=\frac12\sum_{pqrs}\langle pq|g|rs\rangle\,a_p^\dagger a_q^\dagger a_sa_r.}$$

The annihilators stand in the order $s,r$, opposite to the order in the matrix element. Writing $a_ra_s$ instead would reverse the sign of the whole interaction.

On a one-electron state the second annihilator finds no electron, so the interaction vanishes. The guess $\frac12\sum\langle pq|g|rs\rangle E_{pr}E_{qs}$ fails this requirement. It exceeds the correct operator by

$$\frac12\sum_{ps}\Big(\sum_q\langle pq|g|qs\rangle\Big)E_{ps},$$

which acts on each electron separately: it is a self-interaction.

## Conditions on the orbitals

**Incomplete sets.** If $f$ leads out of the orbital span, then $f\phi_q=\sum_p\langle p|f|q\rangle\phi_p+\eta$, with $\eta$ orthogonal to every listed orbital. The part $\eta$ drops out of the overlap with any determinant of the set. The boxed one-body form thus gives correct matrix elements within the set, but it represents the projected operator $PfP$, where $P$ projects onto the span. The same holds for $g$ with a projector for each particle. Products need care: for one particle, $(PfP)^2$ differs from $Pf^2P$ by the missing term $Pf(1-P)fP$.

**Orbitals that overlap.** A determinant is linear in each of its orbitals. For $\chi=\sum_pc_p\phi_p$ the creation operator is therefore $a^\dagger(\chi)=\sum_pc_pa_p^\dagger$. With $\eta=\sum_qd_q\phi_q$,

$$\{a(\chi),a^\dagger(\eta)\}=\sum_{pq}c_p^*d_q\{a_p,a_q^\dagger\}=\sum_pc_p^*d_p=\langle\chi|\eta\rangle.$$

The relations keep their form in any other orthonormal set. For overlapping orbitals the Kronecker delta is replaced by the overlap, and the boxed operator forms cannot be used unchanged, since their derivation used $\sum_p|p\rangle\langle p|=1$ on the span.

## Three electrons in a box

Consider a one-dimensional box of length $L$, with $u=x/L$. Energies are in $e_0=\hbar^2/(mL^2)$. The one-particle Hamiltonian $h$ contains the kinetic energy and the potential $w(u-\frac12)$. The pair interaction is

$$g=V_0\cos[\pi(u-u')],\qquad w=5\,e_0,\quad V_0=10\,e_0.$$

This smooth model is not the Coulomb interaction. It is largest when the electrons coincide. The two lowest box levels have the functions $\varphi_n=\sqrt2\sin(n\pi u)$, normalized in $u$, and the kinetic energies $\varepsilon_n=n^2\pi^2e_0/2$:

$$\varepsilon_1=4.935\,e_0,\qquad \varepsilon_2=19.739\,e_0.$$

Number the spin orbitals $1=1{\uparrow}$, $2=1{\downarrow}$, $3=2{\uparrow}$, $4=2{\downarrow}$.

**Integrals.** Under reflection about $u=\frac12$, $\varphi_1$ is even and $\varphi_2$ is odd. The potential is odd, so its diagonal elements vanish. For the other element use $\varphi_1\varphi_2=\cos\pi u-\cos3\pi u$. Integration by parts gives $\int_0^1(u-\frac12)\cos(k\pi u)\,du=-2/(k\pi)^2$ for odd $k$, so

$$\langle\varphi_1|u-\tfrac12|\varphi_2\rangle=-\frac2{\pi^2}+\frac2{9\pi^2}=-\frac{16}{9\pi^2}=-0.1801.$$

The interaction separates through $\cos[\pi(u-u')]=\cos\pi u\cos\pi u'+\sin\pi u\sin\pi u'$. Let $C_{mn}$ and $S_{mn}$ be the matrix elements of $\cos\pi u$ and $\sin\pi u$ between $\varphi_m$ and $\varphi_n$. For the spatial functions,

$$\langle mn|g|kl\rangle=V_0(C_{mk}C_{nl}+S_{mk}S_{nl}).$$

Since $\cos\pi u$ is odd and $\sin\pi u$ is even under the reflection, $C_{11}=C_{22}=S_{12}=0$. The others are

$$\begin{aligned}
C_{12}&=\int_0^1(\cos\pi u-\cos3\pi u)\cos\pi u\,du=\tfrac12,\\
S_{11}&=2\int_0^1\sin^3\pi u\,du=\frac8{3\pi}=0.8488,\\
S_{22}&=\int_0^1(1-\cos4\pi u)\sin\pi u\,du=\frac2\pi+\frac2{15\pi}=\frac{32}{15\pi}=0.6791.
\end{aligned}$$

The direct integrals $J_{mn}=\langle mn|g|mn\rangle$ and the exchange integral $K_{12}=\langle12|g|21\rangle$, with spatial labels, are

$$J_{11}=V_0S_{11}^2=7.205\,e_0,\quad J_{12}=V_0S_{11}S_{22}=5.764\,e_0,\quad K_{12}=V_0C_{12}^2=2.500\,e_0.$$

**The energy expectation value.** In $\langle123|H|123\rangle$ the one-body part needs $p=q$. In the two-body part the created pair must equal the removed pair. For $p=r$, $q=s$ the operator is $a_p^\dagger a_q^\dagger a_qa_p=n_pn_q$ when $p\ne q$, with value $+1$. For $p=s$, $q=r$ the annihilators are exchanged and the value is $-1$. Thus each pair contributes $\langle pq|g|pq\rangle-\langle pq|g|qp\rangle$; the factor $\frac12$ has cancelled the two orders of the pair.

The second term vanishes for opposite spins, because $g$ does not change spin. The pair $(1,2)$ gives $J_{11}$, the pair $(1,3)$ gives $J_{12}-K_{12}$, and the pair $(2,3)$ gives $J_{12}$. Hence

$$\begin{aligned}
\langle123|H|123\rangle&=2\varepsilon_1+\varepsilon_2+J_{11}+2J_{12}-K_{12}\\
&=(29.609+16.233)\,e_0=45.842\,e_0.
\end{aligned}$$

The equal-spin pair has interaction energy $5.764-2.500=3.264\,e_0$, against $5.764\,e_0$ for the opposite-spin pair of the determinant in the same two levels. The equal-spin wave function is antisymmetric in the positions and vanishes at $u=u'$, where this interaction is largest. A maximum at $u=u'$ does not by itself fix the sign of $K_{12}$; here the sign follows from $K_{12}=V_0(C_{12}^2+S_{12}^2)\ge0$. The lowering belongs to the spatial antisymmetry, not to the spin projections as such. For two electrons the determinant $|23\rangle$ is not a spin eigenstate, and the interaction couples it to $|14\rangle$. The triplet combination of the two has $J_{12}-K_{12}=3.264\,e_0$, the singlet combination has $J_{12}+K_{12}=8.264\,e_0$, and $5.764\,e_0$ is their average.

**One orbital changed.** In $\langle134|H|123\rangle$, orbital 2 is replaced by 4. The replacement rule gives

$$a_4^\dagger a_2|123\rangle=|143\rangle=-|134\rangle.$$

The one-body part is therefore $-\langle4|h|2\rangle=-5\times(-0.1801)\,e_0=0.901\,e_0$. Without the ordering sign it would be negative.

In the two-body part one of the electrons $j=1,3$ remains in place while the other orbital changes. By the same pairing of terms it equals

$$-\sum_{j=1,3}\big(\langle4j|g|2j\rangle-\langle4j|g|j2\rangle\big).$$

The first elements contain $C_{21}C_{nn}+S_{21}S_{nn}=0$, where $n$ is the level of $j$. The second vanish because 4 has spin down and $j$ has spin up. The total is $0.901\,e_0$.

**Two orbitals changed.** For two electrons, $\langle34|H|12\rangle$ has no one-body part, since $a_p^\dagger a_q$ changes at most one orbital. The sign follows from

$$a_3^\dagger a_4^\dagger a_2a_1|12\rangle=a_3^\dagger a_4^\dagger a_2|2\rangle=a_3^\dagger|4\rangle=|34\rangle.$$

The element is $\langle34|g|12\rangle-\langle34|g|21\rangle$. The second term vanishes by spin, and the first is $V_0C_{21}^2=2.500\,e_0$. The interaction thus mixes $|12\rangle$ with $|34\rangle$, so the single determinant $|12\rangle$ is not an eigenstate of this model.

**The self-interaction in numbers.** Put one electron in spin orbital 1 and use the incorrect product form within these four spin orbitals. Only $q=1$ and $q=3$ have the right spin, and the spurious energy is

$$\tfrac12(J_{11}+K_{12})=\tfrac12(7.205+2.500)\,e_0=4.85\,e_0.$$

In a complete set, $\sum_q\phi_q(z)\phi_q^*(z')$ becomes a delta function that sets the two positions equal. The spurious energy then becomes $\frac12V_0\cos0=5\,e_0$. It is comparable with $\varepsilon_1$, although a single electron has no partner with which to interact. The correct operator order gives zero in both cases.

Numbers in the example were calculated in double precision.
